# Mean ruby line shift of a randomly oriented alumina scale

## Problem

Chromium ions in alumina emit two sharp red lines, R1 and R2, whose positions move with stress. To linear order, the wavenumber shift of one line is

\[
\Delta\nu=\sum_{ij}\Pi_{ij}\,\sigma^{c}_{ij},
\]

where \(\sigma^c\) is the stress in the crystal axes of the emitting grain and \(\Pi\) is the piezospectroscopic tensor of that line in the same axes. Tension is positive. Since \(\sigma^c\) is symmetric, \(\Pi\) may be taken symmetric too.

A flat oxide scale has its normal along the unit vector \(\mathbf z\). It consists of many alumina grains, and the following is assumed.

1. Every grain carries the same stress, which in the film axes is \(\sigma_{xx}=\sigma_{yy}=\sigma\), all other components being zero.
2. The grain orientations are uniformly distributed over all rotations.
3. All grains count equally in the mean.
4. The response is linear, and the unstressed reference line is taken at the temperature of the measurement.

**(a)** Find the shift of a single grain and then the mean shift.

**(b)** Extend the mean to any stress that all grains share.

**(c)** Find the form of \(\Pi\) allowed by the threefold \(c\) axis, the range of the grain shifts and their standard deviation.

**(d)** Evaluate the results for \(\sigma=-3.5\) GPa. Let \(\Pi_a\) and \(\Pi_c\) be the coefficients normal to and along \(c\). Use \(\Pi_a=3.0\), \(\Pi_c=1.5\) for R1 and \(\Pi_a=2.7\), \(\Pi_c=2.2\) for R2, all in cm\(^{-1}\)/GPa, with unstressed lines at 14400 and 14430 cm\(^{-1}\). These are rough, rounded values.

**(e)** Estimate what happens when the assumptions fail.

## Solution

### (a) One grain, then the mean

Let the rotation matrix \(R\) take film components of a vector to crystal components. A stress has two indices, each of which must be rotated, so

\[
\sigma^c=R\,\sigma^{\rm film}R^{T}.
\]

The equibiaxial stress is an isotropic stress with its normal component removed:

\[
\sigma^{\rm film}=\sigma\,(I-\mathbf z\mathbf z^{T}).
\]

Define \(\mathbf n=R\mathbf z\), the film normal as seen from the crystal. Because \(RR^T=I\),

\[
\sigma^c=\sigma\,(RR^T-R\mathbf z\mathbf z^TR^T)=\sigma\,(I-\mathbf n\mathbf n^T).
\]

Contracting with \(\Pi\) gives the shift of one grain,

\[
\Delta\nu(\mathbf n)=\sigma\,\bigl(\operatorname{tr}\Pi-\mathbf n^{T}\Pi\,\mathbf n\bigr).
\]

Turning a grain about the film normal leaves \(\mathbf n\) unchanged and therefore leaves its shift unchanged. The three-angle average over orientations has become an average over one direction.

If \(R\) is uniformly distributed, so is \(QR\) for any fixed rotation \(Q\). Hence \(\mathbf n\) and \(Q\mathbf n\) have the same distribution: \(\mathbf n\) is uniform on the unit sphere. Its second moment \(M_{ij}=\langle n_in_j\rangle\) follows from symmetry.

- A half turn about \(z\) changes the signs of \(n_x\) and \(n_y\) but not of \(n_z\). Thus \(M_{xz}=-M_{xz}\) and \(M_{yz}=-M_{yz}\), so both vanish. A half turn about \(x\) likewise gives \(M_{xy}=0\).
- A quarter turn about \(z\) exchanges \(n_x^2\) and \(n_y^2\), so \(M_{xx}=M_{yy}\). A quarter turn about \(x\) gives \(M_{yy}=M_{zz}\).
- Since \(n_x^2+n_y^2+n_z^2=1\), the three equal diagonal elements add up to 1.

Therefore \(\langle n_in_j\rangle=\delta_{ij}/3\), and

\[
\langle\mathbf n^T\Pi\,\mathbf n\rangle=\sum_{ij}\Pi_{ij}\frac{\delta_{ij}}3=\frac{\operatorname{tr}\Pi}{3}.
\]

The mean shift is

\[
\boxed{\;\langle\Delta\nu\rangle=\sigma\Bigl(\operatorname{tr}\Pi-\tfrac13\operatorname{tr}\Pi\Bigr)=\tfrac23\,\operatorname{tr}(\Pi)\,\sigma\;}
\]

The factor \(2/3\) counts directions: two of three perpendicular directions are loaded, and on average each contributes one third of the trace. No crystal symmetry was used.

In polar angles the uniform measure is \(\sin\theta\,d\theta\,d\phi\). With \(u=\cos\theta\), all values of \(u\) between \(-1\) and 1 have equal weight, and \(\langle\cos^2\theta\rangle=\int_0^1u^2du=1/3\). Giving equal weight to \(\theta\) itself would yield \(1/2\), because it puts too many normals near the poles.

### (b) Any shared stress

A symmetric film stress has principal values \(s_k\) along perpendicular unit vectors \(\mathbf e_k\):

\[
\sigma^{\rm film}=\sum_{k=1}^{3}s_k\,\mathbf e_k\mathbf e_k^T .
\]

Each rotated vector \(R\mathbf e_k\) is uniform on the sphere, by the argument used for \(R\mathbf z\). Its second moment is \(I/3\), so

\[
\langle\sigma^c\rangle=\sum_k s_k\frac I3=\frac{\operatorname{tr}\sigma^{\rm film}}3\,I,
\qquad
\langle\Delta\nu\rangle=\frac13\operatorname{tr}\Pi\;\operatorname{tr}\sigma^{\rm film}.
\]

For equibiaxial stress the trace is \(2\sigma\), which returns part (a). A uniaxial stress \(s\) gives \(\tfrac13\operatorname{tr}(\Pi)s\). A hydrostatic pressure \(P\) has trace \(-3P\) and gives \(-\operatorname{tr}(\Pi)P\); in that case every grain has the same shift.

The mean shift thus measures the trace of the stress. It cannot separate \(\sigma_{xx}\) from \(\sigma_{yy}\), and obtaining \(\sigma\) from it requires knowing that the stress is equibiaxial.

### (c) Crystal symmetry and spread

Let axis 3 be the \(c\) axis. A turn by \(\varphi=120^\circ\) about it must leave \(\Pi\) unchanged. The pair \((\Pi_{13},\Pi_{23})\) turns like a plane vector by \(120^\circ\); a vector equal to its turned copy is zero. For the basal block, form

\[
D=\tfrac12(\Pi_{11}-\Pi_{22})+i\,\Pi_{12}.
\]

Two indices are rotated, so \(D\) becomes \(e^{2i\varphi}D=e^{i240^\circ}D\). This equals \(D\) only if \(D=0\). Hence \(\Pi_{11}=\Pi_{22}\), \(\Pi_{12}=0\), and

\[
\Pi=\operatorname{diag}(\Pi_a,\Pi_a,\Pi_c),\qquad \operatorname{tr}\Pi=2\Pi_a+\Pi_c .
\]

Let \(\theta\) be the angle between \(c\) and the film normal. Then

\[
\mathbf n^T\Pi\mathbf n=\Pi_a\sin^2\theta+\Pi_c\cos^2\theta=\Pi_a-(\Pi_a-\Pi_c)\cos^2\theta,
\]

and subtraction from the trace gives

\[
\Delta\nu(\theta)=\sigma\bigl[\Pi_a+\Pi_c+(\Pi_a-\Pi_c)\cos^2\theta\bigr].
\]

A grain with \(c\) along the normal shifts by \(2\Pi_a\sigma\), since both loaded directions are basal. A grain with \(c\) in the film plane shifts by \((\Pi_a+\Pi_c)\sigma\). These are the ends of the range. If \(\Pi_a=\Pi_c\), orientation has no effect.

For the spread, split off the traceless part, \(\Pi'=\Pi-\tfrac13\operatorname{tr}(\Pi)I\). Then

\[
\Delta\nu-\langle\Delta\nu\rangle=-\sigma\,\mathbf n^T\Pi'\mathbf n .
\]

Its square contains four components of \(\mathbf n\). The fourth moment of a uniform direction is isotropic and symmetric in all its indices, so it has the form

\[
\langle n_in_jn_kn_l\rangle=A(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).
\]

Setting \(i=j\), \(k=l\) and summing gives 1 on the left and \(A(9+3+3)\) on the right, so \(A=1/15\). In the variance the first product of deltas yields \((\operatorname{tr}\Pi')^2=0\), while each of the other two yields \(\sum\Pi'^2_{ij}\):

\[
\operatorname{var}(\Delta\nu)=\frac{2}{15}\,\sigma^2\sum_{ij}\Pi'^2_{ij}.
\]

For the trigonal tensor, \(\Pi'=(\Pi_a-\Pi_c)\operatorname{diag}(\tfrac13,\tfrac13,-\tfrac23)\), whose squared elements sum to \(\tfrac23(\Pi_a-\Pi_c)^2\). The standard deviation is therefore

\[
s_\nu=|\sigma(\Pi_a-\Pi_c)|\sqrt{\frac4{45}}=\frac{2}{3\sqrt5}\,|\sigma(\Pi_a-\Pi_c)| .
\]

When all grains share the same stress, the trace sets the mean and the anisotropy sets the spread.

### (d) Numbers

For R1 the trace is \(2(3.0)+1.5=7.5\) cm\(^{-1}\)/GPa. The calibration factor is \(\tfrac23(7.5)=5.0\) cm\(^{-1}\)/GPa, so

\[
\langle\Delta\nu\rangle_{\rm R1}=5.0\times(-3.5)=-17.5\ \text{cm}^{-1}.
\]

For R2 the trace is 7.6 and the factor 5.07 cm\(^{-1}\)/GPa, which gives \(-17.7\) cm\(^{-1}\). Compression lowers the wavenumber and lengthens the wave. From \(\lambda=10^7\,\text{nm cm}^{-1}/\nu\), the vacuum wavelengths grow by 0.845 nm for R1 and 0.853 nm for R2.

The R1 grain shifts run from \(2(3.0)(-3.5)=-21.0\) cm\(^{-1}\), with \(c\) along the normal, to \(4.5(-3.5)=-15.75\) cm\(^{-1}\), with \(c\) in the plane. Their standard deviation is \(0.298\times3.5\times1.5=1.57\) cm\(^{-1}\). For R2 the range is \(-18.9\) to \(-17.15\) cm\(^{-1}\) and the standard deviation 0.52 cm\(^{-1}\). The two lines have nearly the same mean, but R1 is three times as sensitive to orientation because its \(\Pi_a-\Pi_c\) is three times as large.

Equal weight in \(\theta\) would have given \(-18.4\) cm\(^{-1}\) for R1, an error of \(\sigma(\Pi_a-\Pi_c)(\tfrac12-\tfrac13)=-0.875\) cm\(^{-1}\).

### (e) When the assumptions fail

All errors below are relative to the means in part (d), with the film's mean in-plane stress held at \(-3.5\) GPa.

**Texture.** For any distribution of \(\theta\), the mean is found by replacing \(\cos^2\theta\) with its average. The error of the two-thirds law is then

\[
\delta\nu=\sigma(\Pi_a-\Pi_c)\bigl(\langle\cos^2\theta\rangle-\tfrac13\bigr).
\]

For perfect basal texture, with every \(c\) axis along the normal, the bracket is \(2/3\). The errors are \(-3.5\) cm\(^{-1}\) for R1 and \(-1.17\) cm\(^{-1}\) for R2. An analysis that assumed random grains would read \(-21.0/5.0=-4.2\) GPa from R1 and \(-18.9/5.07=-3.7\) GPa from R2. Such a disagreement between the lines can point to texture, though a nonlinear response or a calibration error can also cause one.

**Polarization.** Consider the limit in which light is absorbed and emitted only with its electric field normal to \(c\), and in which unpolarized light enters and leaves along the film normal. One polarization can be chosen normal to both \(c\) and \(\mathbf n\); it acts with strength 1. The field of the other lies in the plane of \(c\) and \(\mathbf n\), and its component normal to \(c\) is \(\cos\theta\), so its strength is \(\cos^2\theta\). Absorption therefore carries a weight \(1+\cos^2\theta\), and so does emission. If the emission keeps no memory of the absorbed polarization, the weights multiply:

\[
\langle\cos^2\theta\rangle_w=\frac{\int_0^1u^2(1+u^2)^2du}{\int_0^1(1+u^2)^2du}
=\frac{\frac13+\frac25+\frac17}{1+\frac23+\frac15}=\frac{23}{49}.
\]

The texture formula now gives \(-0.71\) cm\(^{-1}\) for R1 and \(-0.24\) cm\(^{-1}\) for R2. These belong to the stated limit and to shared stress; partial polarization requires its own weight. In the shared-strain model below, with thermal misfit, the favoured grains are also the more compressed ones, and the same weight gives total errors of about \(-1.3\) and \(-0.7\) cm\(^{-1}\).

**Unequal stress in the grains.** Alumina is elastically anisotropic, and it contracts by different amounts along \(a\) and \(c\). An opposite model lets all grains share the in-plane strain \(e\) instead of the stress. With elastic compliance \(S\), each grain obeys

\[
\varepsilon=S:\sigma^c+\varepsilon^*,\qquad \sigma^c\mathbf n=0,
\]

with in-plane strain \(e\) in both directions and no in-plane shear. The thermal misfit is

\[
\varepsilon^*=\Delta\alpha\,\Delta T\,\operatorname{diag}(-\tfrac13,-\tfrac13,\tfrac23),
\]

where \(\Delta\alpha\) is the expansion coefficient along \(c\) minus that along \(a\). The isotropic part of the thermal strain is absorbed in \(e\), which is then chosen to give the prescribed mean stress. Rough inputs are \(\Delta\alpha=8\times10^{-7}\) K\(^{-1}\), \(\Delta T=-1100\) K and elastic constants \(C_{11},C_{33},C_{12},C_{13},C_{44},C_{14}=500,500,160,115,145,22\) GPa.

The effect on the line can be isolated. For one grain,

\[
\Delta\nu=\Pi_a\operatorname{tr}\sigma^c+(\Pi_c-\Pi_a)\sigma^c_{33}.
\]

The mean trace is fixed at \(2\sigma\). Shared stress would give \(\langle\sigma^c_{33}\rangle=2\sigma/3\), so the error is

\[
\delta\nu=(\Pi_c-\Pi_a)\bigl(\langle\sigma^c_{33}\rangle-\tfrac23\sigma\bigr).
\]

Solving for the grain stresses numerically gives R1 errors of \(-0.08\) cm\(^{-1}\) from elastic anisotropy alone and \(-0.24\) cm\(^{-1}\) with thermal misfit included. For R2 they are \(-0.03\) and \(-0.08\) cm\(^{-1}\). These small numbers depend on the rounded inputs: changes of about 1 % in the elastic constants move the elastic R1 error to \(-0.06\) cm\(^{-1}\), and \(\Delta\alpha\) between \(6\times10^{-7}\) and \(10\times10^{-7}\) K\(^{-1}\) puts the total between \(-0.20\) and \(-0.28\) cm\(^{-1}\). Dividing \(-0.24\) by \(\Pi_c-\Pi_a=-1.5\) shows that the mean stress along \(c\) is 0.16 GPa less compressive than in the shared-stress model. The thermal part has the expected sign: on cooling, \(c\) contracts more than \(a\), and the neighbouring material holds it in relative tension. The in-plane stress, averaged over the two directions in each grain, has a standard deviation of 0.23 GPa between grains, but the mean trace is fixed, so this scatter affects the mean shift only through \(\langle\sigma^c_{33}\rangle\).

**Few grains.** If the probe sees \(N=25\) independent grains of equal weight, its mean scatters by \(s_\nu/\sqrt N\). With shared stress this is \(1.57/5=0.31\) cm\(^{-1}\) for R1 and 0.10 cm\(^{-1}\) for R2. In the shared-strain model with thermal misfit the trace itself varies from grain to grain; the grain standard deviations rise to about 2.5 and 1.5 cm\(^{-1}\), and the scatter of the mean to about 0.5 and 0.3 cm\(^{-1}\).

**Peak instead of mean.** The law gives the centroid of the summed line, whereas a measurement may record its peak. Let each grain emit a Lorentzian of half-width at half-maximum \(h=6\) cm\(^{-1}\). Write \(y\) for a grain's shift from the mean and \(\eta\) for the peak's shift from the mean. At the peak the derivative of the summed line vanishes:

\[
\left\langle\frac{\eta-y}{[h^2+(\eta-y)^2]^2}\right\rangle=0 .
\]

For shifts small compared with \(h\), expansion gives \(\langle\eta-y\rangle-2\langle(\eta-y)^3\rangle/h^2\approx0\). Since \(\langle y\rangle=0\), the leading result is \(\eta\approx-2\langle y^3\rangle/h^2\). Here \(y=\sigma(\Pi_a-\Pi_c)(u^2-\tfrac13)\), and

\[
\bigl\langle(u^2-\tfrac13)^3\bigr\rangle=\tfrac17-\tfrac15+\tfrac19-\tfrac1{27}=\tfrac{16}{945}.
\]

For R2, \(\sigma(\Pi_a-\Pi_c)=-1.75\) cm\(^{-1}\) and \(\eta\approx+0.005\) cm\(^{-1}\), equal to the numerical peak offset at this precision. For R1 the estimate is 27 times larger, 0.14 cm\(^{-1}\); the unexpanded condition gives 0.13 cm\(^{-1}\). These values treat each line as isolated and the stress as shared. The tail of the neighbouring line alters them by about 0.01 cm\(^{-1}\), which is as large as the R2 value itself, and in the shared-strain model with thermal misfit the offsets grow to about 0.6 cm\(^{-1}\) for R1 and 0.2 cm\(^{-1}\) for R2. The peak lies on the less shifted side, where grains with \(c\) near the film plane are most numerous.

**Temperature and curvature.** With a rough thermal slope of \(-0.14\) cm\(^{-1}\)/K, a scale 5 K warmer than its reference shifts by a further \(-0.70\) cm\(^{-1}\). This is read as \(-0.14\) GPa of additional stress from either line, so comparing R1 with R2 hardly reveals it.

For nonlinearity, take the hydrostatic law \(P=(A/B)[(\lambda/\lambda_0)^B-1]\), with \(\lambda_0\) the unstressed wavelength and rough constants \(A=1900\) GPa and \(B=7.7\). The pressure with the same stress trace is \(P=\tfrac23(3.5)=2.33\) GPa. With \(x=P/A\), expansion gives

\[
\frac{\lambda}{\lambda_0}\approx1+x-\frac{B-1}{2}x^2,\qquad
\frac{\Delta\nu}{\nu_0}=\frac{\lambda_0}{\lambda}-1\approx-x+\frac{B+1}{2}x^2 .
\]

The quadratic term amounts to \(+0.09\) cm\(^{-1}\) for each line. It says nothing about a nonlinear response to shear, which the equibiaxial stress also contains and which can be larger. R1 and R2 are only 30 cm\(^{-1}\) apart, and in a grain whose \(c\) axis is tilted from the film normal the stress breaks the threefold symmetry and can mix their upper levels. A mixing energy \(V\), small compared with this gap, pushes R1 down and R2 up by about \(V^2/(30\ \text{cm}^{-1})\) each. An illustrative \(V=5\) cm\(^{-1}\) would give 0.8 cm\(^{-1}\); the linear law leaves this out.

**The real case.** Alumina scales grown on nickel superalloys near 1100 °C can carry compressive stresses of a few GPa after cooling, so \(-3.5\) GPa is a representative rough value. The assumption of random orientation needs particular care, since a grown scale can be textured. For the present numbers, full basal texture changes the R1 mean by 20 % and the R2 mean by about 7 %, the largest errors found here. R2 is thus the safer line for stress when the texture is unknown, provided that its \(\Pi_a-\Pi_c\) is the smaller one, as in this parameter set. Its threefold advantage holds for shared stress or full texture; when grain stress depends on orientation, as in the shared-strain model, the advantage in grain-to-grain spread falls to about 1.6. Commonly quoted uniaxial calibrations of R1 also give unequal basal coefficients, about 2.6 and 3.5 cm\(^{-1}\)/GPa, which the trigonal form of part (c) does not allow; the mean law needs only the trace, but the R1 spread would then be nearer 1.8 than 1.6 cm\(^{-1}\). Cracks, waviness or other departures from a flat film also break the equibiaxial assumption; the mean shift still gives the average stress trace in the probed region if the grains are randomly oriented, the response is linear and the variation of stress is unrelated to grain orientation. The remaining digits are in the numerical output.

## Calculated quantities

```
In-plane stress: -3.50 GPa
General-tensor test, quadrature mean: -10.204757 cm^-1
General-tensor test, two-thirds law: -10.204757 cm^-1
Random-rotation mean: -10.2027 +/- 0.0051 cm^-1
Elastic constants C11,C33,C12: 500, 500, 160 GPa
Elastic constants C13,C44,C14: 115, 145, 22 GPa
Expansion difference c minus a: 8.0e-07 1/K
Temperature change on cooling: -1100 K
Grain stress sd, elastic anisotropy: 0.192 GPa
Grain stress sd, plus thermal misfit: 0.227 GPa
Grains in probe: 25; line half-width: 6.0 cm^-1
Thermal line slope: -0.14 cm^-1/K
Temperature error: 5.0 K
Hydrostatic law A: 1900 GPa; B: 7.7 (no unit)
R1 Pi_a, Pi_c, trace: 3.00, 1.50, 7.50 cm^-1/GPa
R1 unstressed line: 14400 cm^-1
R1 calibration factor: 5.0000 cm^-1/GPa
R1 mean shift: -17.500 cm^-1
R1 wavelength change: 0.845 nm
R1 grain shift, c along normal: -21.000 cm^-1
R1 grain shift, c in plane: -15.750 cm^-1
R1 grain-to-grain sd: 1.565 cm^-1
R1 mean with wrong angle measure: -18.375 cm^-1
R1 error, basal texture: -3.500 cm^-1
R1 error, polarization limit: -0.714 cm^-1
R1 error, elastic anisotropy: -0.076 cm^-1
R1 error, plus thermal misfit: -0.238 cm^-1
R1 sampling sd of probe mean: 0.313 cm^-1
R1 peak minus centroid: +0.1284 cm^-1
R1 error, temperature: -0.700 cm^-1
R1 temperature error as stress: -0.140 GPa
R1 hydrostatic curvature: +0.094 cm^-1
R2 Pi_a, Pi_c, trace: 2.70, 2.20, 7.60 cm^-1/GPa
R2 unstressed line: 14430 cm^-1
R2 calibration factor: 5.0667 cm^-1/GPa
R2 mean shift: -17.733 cm^-1
R2 wavelength change: 0.853 nm
R2 grain shift, c along normal: -18.900 cm^-1
R2 grain shift, c in plane: -17.150 cm^-1
R2 grain-to-grain sd: 0.522 cm^-1
R2 mean with wrong angle measure: -18.025 cm^-1
R2 error, basal texture: -1.167 cm^-1
R2 error, polarization limit: -0.238 cm^-1
R2 error, elastic anisotropy: -0.025 cm^-1
R2 error, plus thermal misfit: -0.079 cm^-1
R2 sampling sd of probe mean: 0.104 cm^-1
R2 peak minus centroid: +0.0050 cm^-1
R2 error, temperature: -0.700 cm^-1
R2 temperature error as stress: -0.138 GPa
R2 hydrostatic curvature: +0.094 cm^-1
```
